# Kramers-Kronig-Consistent Film Permittivity from Piecewise-Linear Absorption Nodes

## An error that depends on where one looks

The absorption of a Lorentz oscillator is sampled every 0.02 eV, the samples are joined by straight lines, and the real permittivity is computed from the joined curve by an analytic formula. Its error relative to the oscillator is $-5.76\times10^{-4}$ at 3.000 eV, which is a node. At 3.005 eV it is $-7.98\times10^{-4}$, at 3.010 eV $-5.58\times10^{-4}$, and at 3.015 eV $-3.18\times10^{-4}$. The oscillator hardly changes over 0.015 eV, yet the error changes by a factor of 2.5. The transform is analytic, so the pattern must come from the straight lines.

## The model and its conventions

Fields vary as $e^{-i\omega t}$, $E=\hbar\omega$ is the photon energy in eV, and $\varepsilon=\varepsilon_1+i\varepsilon_2$ is the relative permittivity of an isotropic, nonmagnetic film. Absorption means $\varepsilon_2\ge0$ for $E>0$.

The data are nodes $(x_k,y_k)$ with $0\le x_0\le x_1\le\dots\le x_N$ and $y_k\ge0$. Let $f(E)$ be the curve that joins them by straight lines and vanishes outside them. Because the response to a real field is real, $f$ is continued to negative energy by $f(-E)=-f(E)$. A node at zero energy must have $y=0$.

Two sets of numbers describe $f$ at positive energy:

- $c_k$ is the slope after $x_k$ minus the slope before it, counted once where two nodes share an energy;
- $J_j$ is the value just above $X_j$ minus the value just below it, where $f$ jumps.

A jump arises when two nodes share an energy but not a value, or when an end node is nonzero.

## The analytic transform

The Kramers-Kronig relation is

$$\varepsilon_1(E)-1=\frac{2}{\pi}P\!\int_0^\infty\frac{x f(x)}{x^2-E^2}\,dx .$$

Write $2x/(x^2-E^2)=1/(x-E)+1/(x+E)$. In the second part replace $x$ by $-x$ and use the oddness of $f$; it becomes the integral of $f(x)/(x-E)$ over negative $x$. Hence

$$\varepsilon_1(E)-1=\frac1\pi P\!\int_{-\infty}^{\infty}\frac{f(x)}{x-E}\,dx .$$

Suppose $E$ is not at a jump. Cut out the interval $(E-\eta,E+\eta)$ and integrate by parts. The boundary terms are $[f(E-\eta)-f(E+\eta)]\ln\eta$. They vanish as $\eta\to0$, because the difference of the two values is at most proportional to $\eta$. Thus

$$P\!\int\frac{f}{x-E}\,dx=-\int f'(x)\ln|x-E|\,dx .$$

The derivative $f'$ consists of a piecewise-constant slope $s(x)$ and a delta function at each jump. Oddness gives the jump at $-X_j$ the same sign and size as that at $X_j$:

$$f(-X_j^+)-f(-X_j^-)=-f(X_j^-)+f(X_j^+)=J_j .$$

The jumps therefore contribute $-\sum_jJ_j\ln|X_j^2-E^2|$.

For the slope part, let $L(u)=u\ln|u|-u$, so that $L'(u)=\ln|u|$. A second integration by parts gives $\int s'(x)L(x-E)\,dx$. Since $s$ is even, the slope change at $-x_k$ is $-c_k$, and each node contributes

$$c_k[L(x_k-E)-L(-x_k-E)]
=c_k[(x_k-E)\ln|x_k-E|+(x_k+E)\ln(x_k+E)-2x_k].$$

The last term is the sum of $-(x_k-E)$ and $-(x_k+E)$. The result is

$$\boxed{\begin{aligned}\varepsilon_1(E)=1+\frac1\pi\Big\{&\sum_kc_k\big[(x_k-E)\ln|x_k-E|+(x_k+E)\ln(x_k+E)-2x_k\big]\\&-\sum_jJ_j\ln|X_j^2-E^2|\Big\}.\end{aligned}}$$

A node at $x_0=0$ with $y_0=0$ contributes $-E\ln E+E\ln E=0$, as it should: the odd curve passes through the origin without a kink.

Two identities are useful. The slope is zero before the first node and after the last, so $\sum_kc_k=0$. The curve starts and ends at zero, so slopes and jumps together give no net rise: $\int_0^\infty s\,dx=-\sum_jJ_j$. Integration by parts turns the left side into $-\sum_kc_kx_k$, hence

$$\sum_kc_kx_k=\sum_jJ_j .$$

For continuous $f$ the constant $-2x_k$ therefore drops out of the sum. The identities also make the result independent of the energy unit used inside the logarithms.

## Why the pair is causal

For $\operatorname{Im}z>0$ define $\varepsilon(z)=1+\pi^{-1}\int f(x)/(x-z)\,dx$. This function is analytic in the upper half-plane and tends to 1 at large $|z|$. The same integrations by parts apply, with $\ln(x-z)$ having an argument between $-\pi$ and 0. For the mirrored nodes, $\ln(-x-z)=\ln(x+z)-i\pi$. The extra constants are $-i\pi\sum_kc_k(x_k+z)=-i\pi\sum_jJ_j$ from the kinks and $+i\pi\sum_jJ_j$ from the jumps. They cancel, leaving

$$\varepsilon(z)=1+\frac1\pi\Big\{\sum_kc_k[(x_k-z)\ln(x_k-z)+(x_k+z)\ln(x_k+z)-2x_k]-\sum_jJ_j[\ln(X_j-z)+\ln(X_j+z)]\Big\}.$$

On the positive real axis, reached from above, $\ln(x-z)\to\ln|x-E|-i\pi$ when $E>x$. The imaginary part is then

$$\varepsilon_2(E)=\sum_{x_k<E}c_k(E-x_k)+\sum_{X_j<E}J_j=f(E).$$

This sum rebuilds the straight lines from their kinks and jumps. One complex expression thus returns both the absorption and its transform. Consistency does not make the node values correct: wrong absorption yields an equally consistent wrong $\varepsilon_1$.

## Coincident nodes: two different limits

**The evaluation energy meets a node.** If $f$ is continuous there, the term needed is $u\ln|u|$ with $u=x_k-E\to0$. Its limit is zero, and the code must assign that value instead of multiplying zero by infinity. For the film defined below, the node at 3.5 eV gives $\varepsilon_1=2.629$.

The slope of $\varepsilon_1$ is not finite there. Differentiating the node's term gives $-(c_k/\pi)\ln|E-x_k|$ plus bounded terms. At 3.5 eV, $c_k=-10.109$ per eV. The central-difference slope over $\pm10^{-3}$ eV is $-31.195$ per eV, and over $\pm10^{-5}$ eV it is $-46.013$ per eV. The change, $-14.818$, equals $(c_k/\pi)\ln100$. This divergence belongs to the straight-line model; the oscillator has a finite slope. A group index should therefore not be taken from a derivative close to a node.

**Two nodes meet at different values.** Consider a ramp of height $J$ and width $w$ centred at $X$. It is a uniform superposition of small steps at $X+t$, with $|t|<w/2$. At $E=X$ their contribution is the average of $-(J/\pi)[\ln|t|+\ln(2X+t)]$. Since

$$\frac2w\int_0^{w/2}\ln t\,dt=\ln\frac w2-1,$$

the ramp contributes

$$-\frac J\pi[\ln(wX)-1]$$

for $w\ll X$. This grows without bound as $w\to0$. At a true step $\varepsilon_1$ has no value, and the algorithm should report this instead of inventing one.

As an example, let $f$ rise by 2 at 3 eV and fall linearly to zero at 5 eV. With the rise spread over $10^{-4}$ eV, $\varepsilon_1(3\ \text{eV})=7.842$; over $10^{-6}$ eV it is 10.774. The increase of 2.932 agrees with $(2/\pi)\ln100$.

Away from the edge the ramp tends to the step, but floating-point arithmetic intervenes. The two kinks of size about $J/w$ nearly cancel, leaving a rounding error of order $\epsilon JX/w$, where $\epsilon$ is the relative machine precision. At nine equally spaced energies from 0.5 to 2.5 eV the largest difference from the step formula is $8\times10^{-9}$ for $w=10^{-7}$ eV, but $2\times10^{-2}$ for $w=10^{-13}$ eV. In exact arithmetic the largest difference is $0.19\,w$ with $w$ in eV, or $1.9\times10^{-8}$ for the first width, so the first figure already contains rounding of the same size, and both depend on the implementation. Merging two nodes changes $\varepsilon_1$ away from the edge by an amount of order $w$. Balancing this against rounding suggests merging below a separation of order $\sqrt\epsilon\,X$, when heights and slopes have ordinary size in eV units.

## The far field

Far above the last node the logarithms cancel too. For $E>x_N$, expand $1/(x^2-E^2)=-\sum_{n\ge0}x^{2n}/E^{2n+2}$ to obtain

$$\varepsilon_1-1=-\frac2\pi\sum_{n=0}^{\infty}\frac{\mu_{2n+1}}{E^{2n+2}},\qquad \mu_m=\int_0^\infty x^mf\,dx .$$

Two integrations by parts give the moments without quadrature:

$$\mu_m=\sum_k\frac{c_kx_k^{m+2}}{(m+1)(m+2)}-\sum_j\frac{J_jX_j^{m+1}}{m+1}.$$

For the film below, at $10^5$ eV, three terms of the series give $\varepsilon_1-1=-1.410\times10^{-8}$. The logarithmic formula in double precision gives $-1.487\times10^{-8}$, an error of about 5%. This error is rounding noise and varies irregularly: at energies within 1% of this one it ranges from nearly zero to more than 10%. This energy serves as a numerical stress case, not as a regime of film optics.

## The Lorentz oscillator and the sampling error

The comparison function is

$$\varepsilon_L(E)=1+\frac{E_p^2}{E_0^2-E^2-i\Gamma E},$$

with $E_p=12$ eV, $E_0=3.6$ eV and $\Gamma=2.4$ eV. Let uniform nodes have spacing $h$, and let $u$ be the fractional position of $x$ in its cell. The neighbouring nodes are $x-uh$ and $x+(1-u)h$, with weights $1-u$ and $u$. Taylor expansion about $x$ gives

$$f-\varepsilon_{2}=h^2\varepsilon_2''\frac{u(1-u)}2+h^3\varepsilon_2'''\frac{u(1-u)(1-2u)}6+O(h^4),$$

where $\varepsilon_2$ now denotes the oscillator's absorption. The linear terms cancel because $-(1-u)u+u(1-u)=0$.

The first periodic factor has mean $1/12$. Two integrations by parts give its cosine coefficients, so that

$$\frac{u(1-u)}2=\frac1{12}-\sum_{n\ge1}\frac{\cos2\pi nu}{2\pi^2n^2}.$$

The derivative of the second factor is $1/6-u(1-u)=\sum_n\cos(2\pi nu)/(\pi^2n^2)$. Integrating from $u=0$, where the factor vanishes, gives $\sum_n\sin(2\pi nu)/(2\pi^3n^3)$.

Now transform each part. The mean part gives $h^2\varepsilon_1''/12$, because differentiation commutes with the transform. For the oscillating parts set $x=E+t$. The terms odd in $t$ vanish, and $\int_{-\infty}^{\infty}\sin(kt)/t\,dt=\pi$ for $k>0$, so

$$\frac1\pi P\!\int\frac{\cos kx}{x-E}dx=-\sin kE,\qquad
\frac1\pi P\!\int\frac{\sin kx}{x-E}dx=\cos kE .$$

A smooth amplitude $g(x)$ can be replaced by $g(E)$. The remainder is an integral of the smooth function $[g(x)-g(E)]/(x-E)$ times a rapid oscillation with $k=2\pi n/h$. Repeated integration by parts makes it smaller than any fixed power of $h$. Therefore

$$\delta\varepsilon_1=h^2\left[\frac{\varepsilon_1''}{12}+\varepsilon_2''\sum_{n\ge1}\frac{\sin2\pi nu}{2\pi^2n^2}\right]
+h^3\varepsilon_2'''\sum_{n\ge1}\frac{\cos2\pi nu}{2\pi^3n^3}+O(h^4).$$

This explains the opening pattern. The sine sum vanishes at nodes and midpoints and has opposite signs at the two quarter points. With second derivatives of the oscillator taken by central differences, the $h^2$ law can be compared with the actual errors. The nodes reach 400 eV, where the last value is set to zero.

| $u$ | actual, $10^{-4}$ | $h^2$ law, $10^{-4}$ |
|---|---:|---:|
| 0 | −5.758 | −5.673 |
| 0.25 | −7.978 | −7.974 |
| 0.50 | −5.577 | −5.621 |
| 0.75 | −3.182 | −3.179 |

The small discrepancies also have a pattern. Above 400 eV, $\varepsilon_2\simeq E_p^2\Gamma/E^3$, so the omitted tail changes $\varepsilon_1$ by $-2E_p^2\Gamma/(3\pi x_N^3)=-1.1\times10^{-6}$. Removing this common shift leaves $-7.4$, $+0.7$, $+5.5$ and $+0.8$, in units of $10^{-6}$. The $h^3$ cosine sum predicts the ratios $1:-3/32:-3/4:-3/32$, which reproduce these residuals to about 0.1 in the same units. Without rounding the residuals are $-7.33$, $+0.76$, $+5.62$ and $+0.76$, and the $h^3$ term is $-7.40$, $+0.69$, $+5.55$ and $+0.69$. The common remainder of 0.07 is of order $h^4$: it grows about sixteenfold when $h$ is doubled.

## A film with coarse nodes

Take a 100 nm film and 19 nodes: one at 0, twelve from 1 to 6.5 eV in steps of 0.5 eV, and six at 8, 10, 13, 18, 25 and 40 eV. Their values are the oscillator's $\varepsilon_2$, except for zero at 40 eV.

| $E$ (eV) | $\varepsilon_1$, nodes | $\varepsilon_1$, Lorentz |
|---|---:|---:|
| 1.25 | 12.827 | 12.816 |
| 3.00 | 9.040 | 9.445 |
| 3.60 | 1.004 | 1.000 |
| 4.75 | −5.094 | −5.224 |

At 3 eV the uniform-mesh result scales the mean term to $-5.67\times10^{-4}(0.5/0.02)^2=-0.35$. The actual error, from unrounded values, is $-0.406$. The leading term gives the size, but 0.5 eV is not very small compared with $\Gamma$, so higher orders in $h$ matter: the $h^3$ term alone is $-0.12$, partly offset by later terms. The sparse upper nodes act the other way. Filling the range from 6.5 to 40 eV at 0.5 eV spacing would change the error to $-0.434$.

Halving every interval twice reduces the largest absolute error, found on 1001 equally spaced energies from 1 to 6 eV, from 0.52 to 0.14 and then 0.034. These reductions are close to the factor of four expected from $h^2$. The small error at 3.6 eV is no measure of the whole spectrum.

The first moment gives $(2/\pi)\mu_1=141.0$ eV², against $E_p^2=144$ eV² for the oscillator. The missing tail above 40 eV accounts for about $2E_p^2\Gamma/(\pi x_N)=5.5$ eV². The straight lines must therefore add about 2.5 eV² below 40 eV.

At 1.25 eV the refractive index, the real part of $\sqrt\varepsilon$, is 3.6087 from the nodes and 3.6058 from the oscillator. If the single-pass phase, proportional to index times thickness, is held fixed, the inferred thickness is

$$100\ \text{nm}\times\frac{3.6058}{3.6087}=99.92\ \text{nm}.$$

## What a real film changes

The parameters lie in the rough regime of amorphous silicon, whose main absorption band is a few eV wide and whose near-infrared index is roughly 3.5. A clearly unrealistic feature is the oscillator's absorption below the gap, which is roughly 1.7 eV in hydrogenated material. From $\alpha=2E\,\operatorname{Im}\sqrt{\varepsilon}/(\hbar c)$, the oscillator gives $5.5\times10^4$ cm⁻¹ at 1.25 eV; good films absorb less there by orders of magnitude. Setting the nodes up to 1.5 eV to zero, with the others fixed, lowers $\varepsilon_1(1.25\ \text{eV})$ by 1.152 to 11.68. The index becomes 3.417, and the thickness at fixed phase rises by 5.6%, far more than the interpolation error.

Other omissions also exceed that error at 1.25 eV:

- If measurement ends at 6.5 eV, the oscillator's absorption above it, integrated numerically, supplies 0.369 of $\varepsilon_1$ at 1.25 eV and 0.608 at 5 eV. A constant background cannot supply both. Ending the nodes abruptly also creates a jump, and $\varepsilon_1$ diverges at 6.5 eV.
- A 100 K temperature rise, with an assumed rough resonance shift of $-0.4$ meV/K, raises $\varepsilon_1$ by 0.264.
- A 2 nm native oxide of index 1.46 adds the single-pass phase of 0.81 nm of film.

The interpolation error at 1.25 eV also depends on where the nodes lie. Moving the twelve nodes between 1 and 6.5 eV up by 0.375 eV, with values again taken from the oscillator, changes the error in $\varepsilon_1$ from 0.01 to $-0.165$. This shift leaves 1.25 eV inside a first segment 1.375 eV wide; adding nodes at 0.375 and 0.875 eV brings the error back to $-0.007$. For the index at 1.25 eV and the mesh used here, the low-energy nodes and the unmeasured high-energy absorption thus deserve attention before the optical mesh is refined further. At 3 eV, where the coarse mesh alone causes an error of 0.4 in $\varepsilon_1$, refinement matters as well.
